# Why a Broad Band of Desorption Energies Outgasses as 1/t

The decision is how long to purge an atomic layer deposition reactor after a water pulse. If gas removal sets the time, the answer is a modest multiple of the gas residence time: about nine residence times, or half a second, in the stirred example below, and fewer in a flow channel. If the walls set it, the answer depends on how their outgassing decays. I start with one kind of wall site, spread the sites over energy, and then put the wall into a reactor.

## 1. One desorption energy

A site holds at most one molecule, which leaves with probability per unit time

$$k(E)=\nu\,e^{-E/kT},$$

where $E$ is the activation energy, $\nu$ the attempt frequency and $T$ the constant wall temperature. In the product $kT$, $k$ is Boltzmann's constant; elsewhere $k$ is a rate. For now a molecule that leaves never returns, and molecules do not hop between sites.

With $N_0$ sites per unit area, all full at $t=0$, the coverage obeys $dN/dt=-kN$. Hence $N=N_0e^{-kt}$, and the outgassing rate per unit area is

$$q=-\frac{dN}{dt}=N_0k\,e^{-kt}.$$

For a lifetime $1/k=1$ s, the rate falls between 1 s and 10 s by the factor $e^{-9}=1.2\times10^{-4}$. Without return, a wall like this is soon clean. With the readsorption of section 7 it need not be: in the reactor of section 6 with sticking probability $10^{-2}$, 30% of the water remains after 10 s.

## 2. A uniform band of energies

Now spread the same sites evenly from $E_1$ to $E_2$, with density per unit energy $g=N_0/(E_2-E_1)$. Each energy decays independently, so the rates add:

$$q(t)=\int_{E_1}^{E_2} g\,k(E)\,e^{-k(E)t}\,dE .$$

Take $k$ as the variable. From $\ln k=\ln\nu-E/kT$ follows $dE=-kT\,dk/k$. The factor $1/k$ cancels the $k$ in the integrand. The minus sign is absorbed by exchanging the limits, because the lower energy has the higher rate. With $k_i=k(E_i)$ and $\tau_i=1/k_i$,

$$q(t)=g\,kT\int_{k_2}^{k_1}e^{-kt}\,dk=\frac{g\,kT}{t}\left[e^{-t/\tau_2}-e^{-t/\tau_1}\right].$$

Here $\tau_1$ is the shortest lifetime and $\tau_2$ the longest. For $\tau_1\ll t\ll\tau_2$ the bracket is close to 1 and

$$q\simeq\frac{g\,kT}{t}.$$

The attempt frequency has dropped out of the rate; it fixes the times between which the law holds.

Three limits:

- **Narrow band.** When $E_2-E_1\ll kT$, $k_1-k_2\simeq k(E_2-E_1)/kT$. At fixed $t$ the bracket tends to $(k_1-k_2)t\,e^{-kt}$, so $q\to g(E_2-E_1)k\,e^{-kt}=N_0k\,e^{-kt}$, the result of section 1.
- **Early times.** When $t\ll\tau_1$ the bracket is $(k_1-k_2)t$, and $q$ starts at the finite value $g\,kT(k_1-k_2)$.
- **Late times.** When $t\gg\tau_2$ and also $(k_1-k_2)t\gg1$, which for a band wider than about $kT$ follows from the first condition, $q$ is close to $(g\,kT/t)e^{-t/\tau_2}$. The exponential has returned, because the deepest sites are emptying.

## 3. How broad is broad?

Relative to $g\,kT/t$, the rate falls short by

$$\delta=1-e^{-t/\tau_2}+e^{-t/\tau_1}\le\frac{t}{\tau_2}+e^{-t/\tau_1},$$

since $1-e^{-x}\le x$. To keep $\delta\le\varepsilon$ it is sufficient to hold each term on the right below $\varepsilon/2$:

$$\tau_1\ln\frac{2}{\varepsilon}\le t\le\frac{\varepsilon\tau_2}{2}.$$

This window spans at least a decade if its upper end is at least ten times its lower end. Because $\tau_2/\tau_1=e^{(E_2-E_1)/kT}$, that requires

$$E_2-E_1\ge kT\ln\left[\frac{20}{\varepsilon}\ln\frac{2}{\varepsilon}\right].$$

For $\varepsilon=0.01$ the right side is $9.27\,kT$. This width guarantees a decade at 1%; since it comes from a bound, a slightly narrower band may also do.

A band of width $kT$ fails clearly. Put $\rho=k_1/k_2$. The bracket peaks where $k_2e^{-k_2t}=k_1e^{-k_1t}$, that is at $t=\ln\rho/(k_1-k_2)$. There $k_2t=\ln\rho/(\rho-1)$ and $k_1t=\rho\ln\rho/(\rho-1)$, so the largest value of $tq/(g\,kT)$ is

$$\rho^{-1/(\rho-1)}-\rho^{-\rho/(\rho-1)}.$$

For width $kT$, $\rho=e$ and the peak is 0.353. The bracket never comes near 1.

Numbers for the reactor, chosen as rough typical values for water on a warm wall: $T=400$ K, so $kT=0.03447$ eV; $\nu=10^{13}$ s$^{-1}$; energies from 0.80 to 1.40 eV; $N_0=6\times10^{14}$ cm$^{-2}$. Then $g=N_0/(0.60\ \text{eV})=1.0\times10^{15}$ cm$^{-2}$ eV$^{-1}$, and the width is $17.4\,kT$. The lifetimes are $\tau_1=1.20\times10^{-3}$ s and $\tau_2=4.36\times10^4$ s. The 1% window runs from 6.4 ms to 218 s, about 4.5 decades. At 1 s,

$$q=\frac{(1.0\times10^{15})(0.03447)}{1\ \text{s}}=3.45\times10^{13}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

As gas at 400 K this is $1.43\times10^{-6}$ Torr L s$^{-1}$ cm$^{-2}$. At 10 s it is ten times smaller, where the single energy of section 1 had lost a factor of about 8000.

The local exponent $m=-d\ln q/d\ln t$ shows where the law ends. For $t\gg\tau_1$, $\ln q=\text{const}-\ln t-t/\tau_2$, so $m=1+t/\tau_2$. This gives 1.002 at 100 s and 2 at $t=\tau_2$.

## 4. What remains on the wall

The coverage follows from the same change of variable, with $u=kt$:

$$N(t)=g\,kT\int_{k_2}^{k_1}\frac{e^{-kt}}{k}\,dk=g\,kT\left[F(t/\tau_2)-F(t/\tau_1)\right],\quad F(x)=\int_x^\infty\frac{e^{-u}}{u}\,du .$$

In the window the second term is negligible. In the first, $F(x)\simeq-\gamma-\ln x$ for small $x$, where $\gamma=0.577$ is Euler's constant. Since $\ln(t/\tau_2)=\ln\nu t-E_2/kT$,

$$N(t)\simeq g\,[E_2-E^*(t)],\qquad E^*(t)=kT(\ln\nu t+\gamma).$$

The wall behaves as if sites below $E^*$ were empty and sites above it full. The real boundary is smooth over a few $kT$. As a limit, $-dN/dt=g\,dE^*/dt=g\,kT/t$ recovers the rate. The slow decay is thus a front climbing logarithmically in energy, which releases equal amounts, $g\,kT\ln10$, in equal decades of time.

In the example the front is at 1.052 eV after 1 s and 1.131 eV after 10 s. Between these times $7.9\times10^{13}$ molecules per cm$^2$ leave, 13% of $N_0$. After 100 s, 32% of the water is still on the wall.

## 5. A band that is not flat

Let $g$ depend on energy. With $x=kt$, $E=kT(\ln\nu t-\ln x)$ and, far from the band edges,

$$q=\frac{kT}{t}\int_0^\infty g(E)\,e^{-x}\,dx .$$

The weight $e^{-x}$ has unit area, and $\int_0^\infty e^{-x}\ln x\,dx=-\gamma$, so the weighted mean of $E$ is $E^*$. Expanding $g$ about $E^*$ therefore removes the linear term:

$$q\simeq\frac{kT}{t}\,g(E^*),\qquad m\simeq1-kT\,\frac{g'(E^*)}{g(E^*)},$$

where the exponent uses $dE^*/d\ln t=kT$. The corrections start with the curvature of $g$. A flat $g$ returns $m=1$.

For a Gaussian density centred at $E_c=1.10$ eV with $\sigma=0.15$ eV, $m\simeq1+kT(E^*-E_c)/\sigma^2$, which is 0.93 at 1 s and 1.17 at 100 s. Numerical integration over energy gives 0.93 and 1.16. Over these two decades the decay stays near $1/t$, though the band is not uniform.

The attempt frequency may also vary. If $\ln\nu$ rises linearly with slope $a$, then $\ln k$ falls with slope $1/kT-a$, and $kT$ in the prefactor becomes $kT/(1-a\,kT)$, provided $a\,kT<1$. A tenfold rise across the 0.60 eV band means $a\,kT=(\ln10/0.60)(0.03447)=0.132$, and the rate is 15% higher.

## 6. The wall inside a reactor

Take a stirred volume $V$, wall area $A$ and pumping speed $S$. The partial pressure $p$ of water obeys

$$V\frac{dp}{dt}=A\,q\,k_BT-Sp ,$$

where $k_BT$ is the thermal energy again, now converting molecules to pressure times volume. With $\tau_p=V/S$ and initial pressure $p_0$, the solution is

$$p=p_0e^{-t/\tau_p}+\frac{A\,k_BT}{V}\int_0^t q(t-u)\,e^{-u/\tau_p}\,du .$$

For $t\gg\tau_p$ only $u$ of order $\tau_p$ matters. Inserting $1/(t-u)\simeq1/t+u/t^2$, and using $\int_0^\infty e^{-u/\tau_p}du=\tau_p$ and $\int_0^\infty u\,e^{-u/\tau_p}du=\tau_p^2$, gives

$$p\simeq C\left(\frac1t+\frac{\tau_p}{t^2}\right)\simeq\frac{C}{t-\tau_p},\qquad C=\frac{A\,g\,kT\,k_BT}{S}.$$

With no wall release, $C=0$ and the exponential washout of the gas remains.

Let $A=2000$ cm$^2$, $V=1$ L and $S=20$ L/s, so $\tau_p=0.05$ s. Then

$$C=\frac{2000\times1.428\times10^{-6}}{20}=1.43\times10^{-4}\ \text{Torr s}.$$

Suppose the water must fall from 0.1 Torr to a chosen $10^{-5}$ Torr. Gas removal alone takes $\tau_p\ln10^4=0.46$ s. With the wall,

$$t=\tau_p+\frac{C}{p}=0.05+14.28=14.3\ \text{s},$$

about 31 times longer. This needs the purge time to lie well below $\tau_2$, which depends on $\nu$: without return, $\nu=10^{15}$, $10^{16}$ and $10^{17}$ s$^{-1}$ give 13.9, 11.1 and 4.8 s. For the flat band a target ten times lower would need about ten times longer still, while that time stays in the window; for the Gaussian of section 5 the factor is about 8. For the flat band, hotter walls do not lower $q$ at a given time within the window, since $q\propto T$ for sites full at the start; they help once $\tau_2$ has become comparable to the purge time, which in this example happens by 500 K, where $\tau_2=13$ s: at fixed $S$ the purge takes 17.5 s at 450 K and 10.2 s at 500 K. This holds only without return. With the readsorption of section 7 the deepest sites stay full longer, and the purge at 500 K takes 16 s for $s=10^{-2}$ and 23 s for $s=1$; for $s=1$ it is still 15 s at 600 K. For a band that is not flat the answer depends on $g(E^*)$, and $E^*$ rises with $T$: for the Gaussian of section 5 the rate at 14 s is about 40% lower at 450 K than at 400 K.

## 7. Letting molecules return

Water can stick again, so the assumption of no return has to be examined. Let $s$ be the sticking probability on an empty site and $v$ the mean molecular speed. A gas of number density $n$ strikes unit area at the rate $nv/4$, so an empty site fills at the rate $snv/(4N_0)$. Let $q$ now mean the net rate. For $t\gg\tau_p$ the pump removes what the wall releases, $Sn=Aq$, and the occupation $\theta$ of a site obeys

$$\frac{d\theta}{dt}=-k\theta+\frac{Rq}{N_0}(1-\theta),\qquad R=\frac{Asv}{4S}.$$

Few released molecules return if $R\ll1$. Water at 400 K has $v=686$ m/s, so $v/4$ equals 17.1 L s$^{-1}$ cm$^{-2}$ and $R=1.7\times10^3\,s$. Only very weak sticking meets this condition. It is sufficient for neglecting return but not necessary: the effect on the occupations is set by the smaller number $c$ defined below.

Try $q=g\,kT/t$ all the same. Multiplying by $t$ and writing $x=kt$ gives

$$x\frac{d\theta}{dx}=-x\theta+c(1-\theta),\qquad c=\frac{R\,kT}{E_2-E_1}.$$

Time enters through $x$ alone. The integrating factor $x^ce^x$ gives the solution that is finite at $x=0$:

$$\theta(x)=c\,x^{-c}e^{-x}\int_0^x u^{c-1}e^u\,du .$$

It tends to 1 for small $x$ and to $c/x$ for large $x$. The coverage is $N=g\,kT\int_{k_2t}^{k_1t}\theta\,dx/x$, so

$$-\frac{dN}{dt}=\frac{g\,kT}{t}\left[\theta(k_2t)-\theta(k_1t)\right]\to\frac{g\,kT}{t}.$$

The trial rate reproduces itself. For the flat band, readsorption moves the front and delays the window, but keeps the prefactor. No return is a sufficient condition for the law, not a necessary one.

The delay can be found for $c\gg1$, where emptying and refilling nearly balance: $\theta=1/(1+ky)$ with $y=N_0/(Rq)=g\,kT/(cq)$. While the deepest sites are full, $dN/dy=-g\,kT\,k_1/(1+k_1y)$. Setting $-dN/dt=q$ gives $dt=c\,[1-1/(1+k_1y)]\,dy$. With $z=k_1y$ and $z=0$ at the start,

$$\frac{t}{c\tau_1}=z-\ln(1+z),\qquad\frac{tq}{g\,kT}=\frac{t}{cy}=1-\frac{\ln(1+z)}{z}.$$

For $s=1$, $c\simeq98$ and $c\tau_1\simeq0.12$ s. At 10 s this gives $z\simeq89$ and a ratio of 0.95. Integrating the occupation equations numerically for 240 energies, with the gas in steady balance, gives 0.77, 0.95 and 0.99 at 1, 10 and 100 s. For $s=10^{-2}$ the ratio is within 1% of 1 at all three times. These ratios leave out the initial gas, which keeps refilling sites while it is pumped away and so delays the start by about 0.14 s for $s=10^{-2}$ and 0.23 s for $s=1$. With the 0.1 Torr of section 6 included, the pressure relative to $C/(t-\tau_p)$ is 1.02, 0.99 and 1.00 for $s=1$ and 1.30, 1.03 and 1.00 for $s=10^{-2}$, and at 400 K the purge time stays between 14.2 and 14.7 s for $s$ from $10^{-4}$ to 1 at $\nu=10^{13}$ s$^{-1}$. Detailed balance links $s$ and $\nu$, and for a localised molecule a large $s$ goes with a much larger $\nu$; with $s=1$, $\nu=10^{16}$ and $10^{17}$ s$^{-1}$ still give 14.7 and 14.5 s.

## 8. Beside a real reactor

Thermal deposition is commonly run near 1 Torr and between roughly 400 and 600 K, so the example lies at the cool end. The site density per energy, to which the wall pressure is proportional, is only a rough input; the flat band is a model, not a measured property of a coating. Water that sticks readily breaks the assumption of no return, yet for the flat band even $s=1$ lowers the rate at 10 s by at most 5% in the stirred model. This rests on flatness: return holds the front at lower energy, and for the Gaussian band of section 5 $s=1$ lowers the rate at 10 s by about 40%. If molecules hop so fast that the sites stay in equilibrium with one another, the occupation is again $1/(1+ky)$, but with $y$ now fixed by the total coverage; numerical integration without return then gives a rate 11% above $g\,kT/t$ at 10 s. After a long soak, incomplete filling matters mainly early: at 0.1 Torr with $s=10^{-4}$, empty sites fill at $r=6.9$ s$^{-1}$ and start with occupation $r/(r+k)$, which lowers $q$ by 11% at 1 s and 1.4% at 10 s. A short pulse is different: a 0.1 s dose on an empty wall fills only $1-e^{-0.69}\simeq50\%$ of the deep sites and halves $q$ at 1 s and at 10 s alike. These figures leave out the filling that continues while the 0.1 Torr is pumped away. With it, relative to a full wall without return, the soak lowers the pressure by about 7% at 1 s and 0.8% at 10 s, and the short pulse by about 37% at both times. Repeated cycles fill the deep sites further than a first pulse does. Stirring is a poor picture of a flat channel: with a rough diffusivity of 300 cm$^2$/s, flow outruns diffusion along square plates by a factor of 67. In plug flow without return, the outlet pressure at 10 s is $1.43\times10^{-5}$ Torr, nearly the stirred value, and the mean along the channel is half that. The gas itself leaves such a channel much faster than a stirred volume: with this diffusivity it falls by $10^4$ in about 1.9 residence times, or 0.09 s, so without return the wall lengthens the purge about 150-fold rather than 31-fold. All results assume first-order desorption, whereas strongly bound water is often dissociated and leaves by recombination. If each energy instead decays independently as $d\theta/dt=-k\theta^2$, the flat band keeps the rate $g\,kT/t$ but reaches 99% of it only near $100\tau_1=0.12$ s, a decade at 1% needs a width of about $11.7\,kT$, and a single energy with $1/k=1$ s falls only by the factor 0.033 between 1 s and 10 s. Reaction of wall water with the next precursor is left out and not estimated here.

Numbers in the example were calculated in double precision.
